\section*{Oxide growth through grain boundaries while the grains coarsen}

\section*{Common data}

A compact oxide scale of thickness $x(t)$ covers a metal, with $x(0)=0$. Oxygen moves inward along the grain boundaries of the oxide and by no other path. The grains are square columns of side $d$ running through the scale, and their boundaries have width $\delta\ll d$. The grain size is uniform through the scale at each instant and coarsens as
\begin{equation}
d^2=d_0^2+Kt .
\label{eq:grain}
\end{equation}

Growth is limited by diffusion, with local equilibrium at both faces, and electrons move fast enough not to limit it. Oxygen in a boundary has mobility $D_b/(k_BT)$, with $D_b$ constant, and the same concentration $c$ (atoms per volume) as in the crystal. Oxygen reaching the metal spreads along the interface quickly, so the new oxide layer is even. The chemical potential of oxygen falls by $\Delta\mu>0$ per atom from the outer face to the metal. The scale neither cracks nor spalls.

For numerical work take $T=1400$ K, $\Delta\mu=4.0$ eV, $\delta=1.0$ nm, $d_0=100$ nm, $K=2500$ nm$^2$/h and $D_b=3.0\times10^{-13}$ cm$^2$/s. These are round model parameters.

\section*{Part (a)}

\textbf{Question.} Derive the growth rate $dx/dt$ in terms of $x$ and $d$, and evaluate its constant.

\textbf{Answer.} In a plane parallel to the surface, each square cell of side $d$ contains a crystal core of side $d-\delta$. The fraction of area occupied by boundaries is therefore
\begin{equation}
f=1-\frac{(d-\delta)^2}{d^2}=\frac{2\delta}{d}-\frac{\delta^2}{d^2}\simeq\frac{2\delta}{d}.
\end{equation}
The dropped term is smaller than the retained one by the factor $\delta/(2d)$, which is 0.5\% at $d=d_0$ and falls as the grains coarsen.

Let $z$ run inward from the outer face. The oxygen flux per unit total area, counted positive inward, is
\begin{equation}
J=-\frac{fD_bc}{k_BT}\frac{d\mu}{dz}.
\label{eq:flux}
\end{equation}
The minus sign makes $J$ positive, because $\mu$ decreases inward. The oxide composition is nearly fixed, so oxygen does not accumulate inside the scale and $J$ is independent of $z$. Integration of \eqref{eq:flux} from $0$ to $x$ gives
\begin{equation}
Jx=\frac{fD_bc}{k_BT}\left[\mu(0)-\mu(x)\right]=\frac{fD_bc\,\Delta\mu}{k_BT}.
\end{equation}
A new layer $dx$ takes up $c\,dx$ oxygen atoms per unit area, so $c\,dx=J\,dt$. The concentration cancels:
\begin{equation}
\frac{dx}{dt}=\frac{A}{x\,d},\qquad A=\frac{2\delta D_b\,\Delta\mu}{k_BT}.
\label{eq:rate}
\end{equation}
The factor $1/x$ comes from the lengthening path, and $1/d$ from the loss of boundary area.

For the data, $\Delta\mu/(k_BT)=33.16$. Since 1 cm$^2$/s equals $3600\times10^{14}$ nm$^2$/h, $D_b=1.080\times10^5$ nm$^2$/h. Hence
\begin{equation}
A=2(1.0)(1.080\times10^5)(33.16)\ \text{nm}^3/\text{h}
=7.16\times10^6\ \text{nm}^3/\text{h}.
\end{equation}

\section*{Part (b)}

\textbf{Question.} Find $x(t)$ and the long-time thickness exponent. What is the thickness after 1000 h?

\textbf{Answer.} Multiply \eqref{eq:rate} by $x$ and insert \eqref{eq:grain}:
\begin{equation}
\int_0^x x'\,dx'=A\int_0^t\frac{dt'}{\sqrt{d_0^2+Kt'}} .
\end{equation}
The derivative of $\sqrt{d_0^2+Kt'}$ is $K/(2\sqrt{d_0^2+Kt'})$, so the right-hand integral equals $(2/K)(d-d_0)$. Thus
\begin{equation}
\frac{x^2}{2}=\frac{2A}{K}(d-d_0),
\qquad
x^2=L\,(d-d_0),\qquad L=\frac{4A}{K}.
\label{eq:x}
\end{equation}
When $d\gg d_0$, $d-d_0\simeq\sqrt{Kt}$, and
\begin{equation}
x\simeq\left(\frac{4A}{\sqrt K}\right)^{1/2}t^{1/4}
=\left(\frac{16A^2}{K}\right)^{1/4}t^{1/4}.
\label{eq:asym}
\end{equation}
The long-time exponent is $1/4$. The condition $t\gg d_0^2/K=4$ h is needed for this limit, and the model must still hold at that time; part (f) examines when it ceases to do so.

At 1000 h, $d=\sqrt{10^4+2.5\times10^6}$ nm $=1584$ nm and $L=1.146\times10^4$ nm. Equation \eqref{eq:x} gives
\begin{equation}
x=\sqrt{(1.146\times10^4)(1484)}\ \text{nm}\simeq4.12\ \mu\text{m}.
\end{equation}

\section*{Part (c)}

\textbf{Question.} Compare this growth with that of a scale whose grains stay at $d_0$, all other parameters being the same. How quickly is the asymptotic exponent approached, and what follows for extrapolation?

\textbf{Answer.} With $d=d_0$, equation \eqref{eq:rate} integrates to the parabolic law
\begin{equation}
x_{\rm par}^2=\frac{2At}{d_0},\qquad x_{\rm par}\propto t^{1/2}.
\end{equation}
To compare the two thicknesses, use $Kt=d^2-d_0^2=(d-d_0)(d+d_0)$:
\begin{equation}
\frac{x_{\rm par}^2}{x^2}
=\frac{2At}{d_0}\,\frac{K}{4A(d-d_0)}
=\frac{Kt}{2d_0(d-d_0)}
=\frac{d+d_0}{2d_0}.
\end{equation}
The ratio tends to 1 at short time, before the grains have coarsened, and grows without limit in this model. At 1000 h the frozen-grain scale would be 12.0 $\mu$m thick, compared with 4.12 $\mu$m.

The approach to the asymptote is measured by the local exponent
\begin{equation}
n(t)=\frac{d\ln x}{d\ln t}=\frac{t}{x}\frac{dx}{dt}=\frac{At}{d\,x^2}.
\end{equation}
Substitution of \eqref{eq:x}, followed by the same factorisation of $Kt$, gives
\begin{equation}
n=\frac{Kt}{4d(d-d_0)}=\frac{d+d_0}{4d}
=\frac14\left(1+\frac{d_0}{d}\right).
\label{eq:n}
\end{equation}
It falls smoothly from $1/2$ to $1/4$. It comes within 10\% of $1/4$ when $d=10d_0$, that is, at $t=99d_0^2/K=396$ h. At 10 h it is still 0.38, and at 1000 h it is 0.27. A slope measured over a limited time can therefore lie anywhere between the two limits without any change of mechanism.

The difference also appears in the time needed to double the thickness. Put $u=d-d_0$, so that $Kt=u(u+2d_0)$. Doubling $x$ multiplies $u$ by 4, and the ratio of elapsed times is
\begin{equation}
\frac{t_2}{t_1}=\frac{4u(4u+2d_0)}{u(u+2d_0)}
=\frac{8(2u+d_0)}{u+2d_0}.
\end{equation}
This is 4 for $u\ll d_0$, as in parabolic growth, and 16 for $u\gg d_0$. Starting from 1000 h, where $u=1484$ nm, the ratio is 14.6: the thickness doubles at about 14\,600 h, whereas a parabola through the same point would double at 4000 h.

Extrapolation shows the same effect. The thickness at 100 h is 2.17 $\mu$m. A parabola through that point and the origin predicts ten times as much, 21.7 $\mu$m, at 10\,000 h. Equation \eqref{eq:x} gives 7.5 $\mu$m, so the parabolic prediction is too large by a factor of 2.9.

\section*{Part (d)}

\textbf{Question.} Suppose instead that $d\simeq bt^p$ at long time, with $0\le p<1$. What is the thickness exponent?

\textbf{Answer.} Equation \eqref{eq:rate} becomes $x\,dx=(A/b)t^{-p}dt$. Since $p<1$, the integral of $t^{-p}$ grows without limit, so its upper end dominates; the early history and the departure of $d$ from $bt^p$ add only terms that become small beside it:
\begin{equation}
x^2\simeq\frac{2A}{b(1-p)}t^{1-p},\qquad n=\frac{1-p}{2}.
\end{equation}
Frozen grains, $p=0$, give $1/2$; square-root coarsening gives $1/4$; cube-root coarsening gives $1/3$. Direct numerical integration of the growth rate at $10^{10}$ h, a time chosen purely to expose the asymptote, gives 0.2500 for square-root and 0.3333 for cube-root coarsening.

\section*{Part (e)}

\textbf{Question.} New oxide forms at the metal, so the outer oxide is older. Suppose that oxide formed at time $s$ has grain size $\sqrt{d_0^2+K(t-s)}$ at time $t$. Does the exponent change? Does the thickness?

\textbf{Answer.} The flux is still independent of $z$, but $f=2\delta/d(z)$ now varies. Rearranging \eqref{eq:flux} as $J\,d(z)\,dz=-(2\delta D_bc/k_BT)\,d\mu$ and integrating across the scale gives
\begin{equation}
\frac{dx}{dt}=\frac Jc=\frac{A}{R},\qquad R=\int_0^x d(z)\,dz .
\end{equation}
The layers act as resistances in series, provided that the potential is uniform in each plane. This neglects the sideways path to inner boundaries that do not line up with outer ones, which would slow growth somewhat. The layer formed during $ds$ has thickness $\dot x(s)\,ds$, hence
\begin{equation}
R(t)=\int_0^t\sqrt{d_0^2+K(t-s)}\;\dot x(s)\,ds .
\end{equation}
At long time, neglect $d_0$ and try $x=Ct^n$. With $s=tv$,
\begin{align}
R&=\sqrt K\,Cn\int_0^t(t-s)^{1/2}s^{n-1}\,ds\nonumber\\
&=\sqrt K\,Cn\,t^{n+1/2}\int_0^1(1-v)^{1/2}v^{n-1}\,dv\nonumber\\
&=\sqrt K\,Cn\,t^{n+1/2}\,B(n,\tfrac32),
\end{align}
where $B$ is the beta function. The growth law $R\,\dot x=A$ then reads
\begin{equation}
\sqrt K\,C^2n^2B(n,\tfrac32)\,t^{2n-1/2}=A .
\end{equation}
The left side is constant only if $n=1/4$, so the exponent is unchanged. The prefactor is not:
\begin{equation}
C^2=\frac{16A}{\sqrt K\,B(\frac14,\frac32)} .
\end{equation}
The uniform model has $C_{\rm u}^2=4A/\sqrt K$ from \eqref{eq:asym}, so
\begin{equation}
\frac{C^2}{C_{\rm u}^2}=\frac{4}{B(\frac14,\frac32)}=1.144,
\qquad \frac{C}{C_{\rm u}}=1.070 .
\end{equation}
The scale is thicker because its younger, inner oxide has finer grains and conducts oxygen better.

The power law was assumed here, so it needs a check. Stepping the full history integral forward in time, with $d_0$ retained, gives a long-time exponent of 0.2500 and a squared-thickness ratio of 1.1443. At 1000 h the same calculation gives 4.44 $\mu$m, 7.7\% more than the uniform model.

\section*{Part (f)}

\textbf{Question.} Return to uniform grains. Find when the grain size overtakes the thickness, and state what happens if coarsening then stops. Separately, find what a parallel lattice path with $D_L=1.0\times10^{-18}$ cm$^2$/s does.

\textbf{Answer.} At long time $d\propto t^{1/2}$ grows faster than $x\propto t^{1/4}$. Setting $x=d$ in \eqref{eq:x} gives $d^2-Ld+Ld_0=0$, with roots
\begin{equation}
d=\frac{L\pm\sqrt{L^2-4Ld_0}}{2}.
\end{equation}
The smaller root belongs to the first 0.07 h, when the new scale is still thinner than its grains are wide; $d$ changes by less than 1\% in that time. The larger root is $d_s=11.4$ $\mu$m, reached at $t_s\simeq5.2\times10^4$ h.

Coarsening is expected to slow once grains are about as wide as the layer is thick, because the boundaries can then be held where they meet its faces. The condition $d=x$ is an order-of-magnitude estimate of this point. If $d$ stays at $d_s$ afterwards, \eqref{eq:rate} gives
\begin{equation}
x^2=d_s^2+\frac{2A}{d_s}(t-t_s),
\end{equation}
where $x(t_s)=d_s$ was used. The exponent rises back towards $1/2$. The rise is slow: the second term equals the first only after a further $d_s^3/(2A)\simeq1.0\times10^5$ h.

This result requires coarsening to stop for good. If the grains are held only by the finite thickness, the limit rises as the scale grows. Taking $d=x$ after $t_s$ turns \eqref{eq:rate} into $x^2\,dx=A\,dt$, so $x^3=d_s^3+3A(t-t_s)$ and the exponent tends to $1/3$ instead.

A lattice path occupies nearly the whole area and adds $D_L\Delta\mu/(k_BT\,x)$ to $dx/dt$. Multiplying by $x$ and integrating as before, with coarsening not stopped,
\begin{equation}
x^2=L(d-d_0)+\frac{2D_L\Delta\mu}{k_BT}\,t .
\end{equation}
The last term is linear in $t$ and eventually exceeds the first, which grows as $t^{1/2}$. The ultimate exponent is then again $1/2$. The two rates are equal when
\begin{equation}
\frac{2\delta D_b}{d}=D_L,\qquad
d=\frac{2\delta D_b}{D_L}=600\ \mu\text{m},
\end{equation}
which would take $1.4\times10^8$ h. At 10\,000 h the lattice path raises the thickness by 0.2\%. For these parameters the grain size reaches the thickness long before that, and the exponent $1/4$ describes at most an intermediate regime. If coarsening follows \eqref{eq:grain} until $d=x$, this regime lasts from roughly 400 h to about $5\times10^4$ h. The end time is very sensitive to the pinning condition: for pinning at $d=\alpha x$ it scales roughly as $\alpha^4$, and is about $8\times10^5$ h for $\alpha=2$, $3\times10^3$ h for $\alpha=1/2$ and only 540 h for $\alpha=1/3$, which leaves almost no such regime. If coarsening slows gradually before then, the exponent stays somewhat above $1/4$.

\section*{Part (g)}

\textbf{Question.} How do the parameters and the result stand beside a real protective scale, and which assumptions matter most?

\textbf{Answer.} The parameters represent, roughly, a slow-growing protective scale on a heat-resisting alloy near 1100 $^\circ$C. A thickness of a few micrometres after 1000 h is of the right order for an alumina scale at this temperature. The grain size of 5 $\mu$m that the model reaches at 10\,000 h is less secure, since it assumes that $K$ stays constant throughout. The lattice diffusivity is also uncertain, but its small effect on $x$ is proportional to $D_L$ and would be only about 2\% at 10\,000 h even if $D_L$ were ten times larger.

Among the effects sized here, a 100 nm oxide present at the start adds $(100\ \text{nm})^2$ to $x^2$ and raises the thickness at 100 h by 0.1\%. The age-dependent grain size of part (e) matters more, about 8\% at 1000 h. That figure belongs to grains that are finer near the metal. If each layer instead kept the grain width $\sqrt{d_0^2+Ks}$ it had when formed at time $s$, the columns would widen towards the metal, and the same series integral would give a thickness about 45\% above the uniform model at 1000 h, rising towards a factor $\sqrt3$ at long time. The limiting exponent is again $1/4$ but is approached more slowly: the local exponent is still 0.31 at 1000 h. The coarsening law sets the exponent and so governs extrapolation. If pinning by particles or solutes slowed coarsening to $d\propto t^{1/3}$, part (d) shows that a tenfold increase in time would multiply the thickness by $10^{1/3}=2.2$ in the asymptotic regime, instead of $10^{1/4}=1.8$. Cracking or spalling during thermal cycling can expose metal and restart growth locally; the model does not size that effect. Using the $t^{1/4}$ law to extrapolate thickness thus requires an adherent scale, boundary-controlled transport with $D_b$ and $\Delta\mu$ that do not change in time, and grain sizes measured to follow $t^{1/2}$, far above $d_0$, over the period concerned. Started too early it falls short: from 100 h to 10\,000 h the uniform model grows 9\% more than $t^{1/4}$ predicts, and the model with grains fixed at formation about a third more. In a real oxide $D_b$ can also vary strongly with the oxygen potential across the scale. The product $D_b\Delta\mu$ is then replaced by $\int D_b\,d\mu$, which leaves the exponents unchanged but makes the $D_b$ used here only an average: for $D_b\propto p_{\rm O_2}^{-1/6}$ the diffusivity varies by a factor $6\times10^4$ and the integral is $3k_BT$ times its value at the metal. An estimate of service life also needs a failure criterion, such as exhaustion of the alloying element that forms the protective oxide. The numerical output below lists the values at intermediate times.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 1400 K
Oxygen potential drop: 4.0 eV per atom
Driving factor dmu/(kB T): 33.16
Boundary width: 1.0 nm
Initial grain size d0: 100 nm
Coarsening constant K: 2500 nm^2/h
Boundary diffusivity: 3.0e-13 cm^2/s = 1.080e+05 nm^2/h
Lattice diffusivity: 1.0e-18 cm^2/s = 0.360 nm^2/h
Growth constant A: 7.1616e+06 nm^3/h
Length 4A/K: 11458.6 nm
Asymptotic prefactor x/t^(1/4): 756.9 nm/h^(1/4)
Columns: time h | grain nm | x um | frozen-grain x um | exponent
       1 |   111.8 |  0.368 |   0.378 | 0.4736
      10 |   187.1 |  0.999 |   1.197 | 0.3836
     100 |   509.9 |  2.167 |   3.785 | 0.2990
    1000 |  1584.3 |  4.124 |  11.968 | 0.2658
   10000 |  5001.0 |  7.494 |  37.846 | 0.2550
Integrated exponent at 1e10 h, boundaries only: 0.2500
Integrated exponent, frozen grains: 0.5000
Integrated exponent, cube-root coarsening: 0.3333
Parabola from 100 h extrapolated to 10000 h: 21.67 um
Time when the 1000 h thickness has doubled: 14575 h
Ratio of that time to 1000 h: 14.58
Counted boundary fraction at d0: 0.0199
Linear boundary fraction at d0: 0.0200
Initial oxide assumed for estimate: 100 nm
Its effect on thickness at 100 h: 0.106 %
Lattice effect on thickness at 10000 h: 0.212 %
Grain size at equal lattice and boundary rates: 600 um
Time at equal lattice and boundary rates: 1.44e+08 h
Exponent with lattice path at 1e14 h: 0.4994
Early time when grain size equals thickness: 0.0714 h
Late time when grain size equals thickness: 51595 h
Common size at the late time: 11.36 um
Exponent at 1e9 h if grains stop there: 0.5000
Age-graded grains, thickness at 1000 h: 4.441 um
Age-graded/uniform thickness at 1000 h: 1.0769
Age-graded exponent at long time: 0.2500
Squared thickness ratio, marched: 1.1443
Squared thickness ratio, beta function: 1.1441
Long-time thickness ratio: 1.0696
\end{verbatim}
